First Frequency Moment of a Quantum Rotor's Dipole Spectrum

**1. A case with one line**

Take a free linear rotor with moment of inertia I in its ground state. Its energies are ħ²l(l+1)/(2I), and the ground state, l = 0, is spherically symmetric. Each component of the unit vector u along the dipole is a combination of l = 1 spherical harmonics, so u acting on the ground state gives l = 1 states alone. The dipole spectrum is one line, at the frequency

(1/ħ)·[ħ²·2/(2I) − 0] = ħ/I.

Now start from level l, averaged over its 2l+1 orientations. The total weight of transitions to level l' follows from the addition theorem, Σ_m Y_lm(u)Y_lm*(u') = (2l+1)P_l(u·u')/(4π). With x = u·u', the double integral over directions becomes 8π² times an integral over x, and

w(l→l') = [1/(2l+1)]·8π²·[(2l+1)(2l'+1)/(16π²)] ∫ x P_l P_l' dx = [(2l'+1)/2] ∫ x P_l P_l' dx,

with x from −1 to 1. Since (2l+1)xP_l = (l+1)P_{l+1} + lP_{l−1} and ∫P_l'² dx = 2/(2l'+1), the weights are

w(l→l+1) = (l+1)/(2l+1), w(l→l−1) = l/(2l+1).

The two frequencies are (ħ/I)(l+1) and −(ħ/I)l, the second being emission. Their weighted mean is

(ħ/I)·[(l+1)² − l²]/(2l+1) = ħ/I.

Every level gives the same mean, so every thermal mixture does too. The theorem extends this to a rotor in any orientation-dependent potential, where l is no longer a good quantum number.

**2. Assumptions and statement**

The Hamiltonian is

H = L²/(2I) + V(u),

with V a real, smooth function of orientation. The state is thermal, with populations p_n = exp(−E_n/kT)/Z of the eigenstates |n>. Let u(t) = exp(iHt/ħ) u exp(−iHt/ħ), and define

C(t) = <u(0)·u(t)>, S(ω) = (1/2π) ∫ C(t) exp(−iωt) dt.

Because u·u = 1, C(0) = 1: the correlation function is normalized without further division. Inserting eigenstates, with ω_mn = (E_m − E_n)/ħ,

C(t) = Σ_nm p_n |<m|u|n>|² exp(iω_mn t),
S(ω) = Σ_nm p_n |<m|u|n>|² δ(ω − ω_mn).

Here |<m|u|n>|² is summed over the three components. Absorption lies at ω > 0 and emission at ω < 0. The moments are M_k = ∫ω^k S(ω)dω over all frequencies, and M_0 = 1.

**Theorem.** For every temperature and every V(u),

M_1 = ħ/I.

**3. Two lemmas and the proof**

Since <m|[H,u_a]|n> = ħω_mn <m|u_a|n>, the first moment is an expectation value:

M_1 = (1/ħ) Σ_a <u_a[H,u_a]>. (1)

**Lemma 1.** In a stationary state, <u_a[H,u_a]> = ½<[u_a,[H,u_a]]>.

*Proof.* Write out the two orderings:

<u_a[H,u_a]> = <u_aHu_a> − <u_a²H>,
<[H,u_a]u_a> = <Hu_a²> − <u_aHu_a>.

The density operator commutes with H, so <Hu_a²> = <u_a²H>, and the second line is minus the first. The double commutator is the first minus the second, which is twice the first. ∎

**Lemma 2.** [u_a,[H,u_a]] = (ħ²/I)(1 − u_a²).

*Proof.* V(u) commutes with u_a and drops out. On the unit sphere L² = −ħ²∇², where ∇ is the surface gradient. For any wavefunction ψ the product rule gives

[L²,u_a]ψ = −ħ²[(∇²u_a)ψ + 2∇u_a·∇ψ].

Commuting with u_a once more,

[u_a,[L²,u_a]]ψ = −ħ²[u_a(∇²u_a)ψ + 2u_a∇u_a·∇ψ − (∇²u_a)u_aψ − 2∇u_a·∇(u_aψ)].

The terms in ∇²u_a cancel. In the last term ∇(u_aψ) = u_a∇ψ + ψ∇u_a; its first part cancels the remaining derivative of ψ, leaving

[u_a,[L²,u_a]] = 2ħ²|∇u_a|².

The surface gradient of u_a = e_a·u is the tangential part of the Cartesian unit vector e_a, namely e_a − u_a u. Its squared length is 1 − 2u_a² + u_a² = 1 − u_a². Division by 2I gives the lemma. ∎

*Proof of the theorem.* By (1) and the lemmas,

M_1 = (1/2ħ)(ħ²/I) Σ_a <1 − u_a²> = (ħ/2I)(3 − 1) = ħ/I. ∎

The number 2 is the dimension of the sphere, the number of directions in which u can turn. The potential can change the eigenstates, the populations and all the line positions, but it has no part in the commutator.

**4. What the normalization must contain**

*One component.* The lemmas give M_1a = (ħ/2I)(1 − <u_a²>) for component a. Divided by its own zeroth moment <u_a²>, this is

M_1a/<u_a²> = (ħ/I)·(1 − <u_a²>)/(2<u_a²>). (2)

It equals ħ/I if and only if <u_a²> = 1/3. A spectrum polarized along one axis therefore has a normalized first moment that in general depends on temperature and potential. An exception is a potential of cubic symmetry, which keeps <u_a²> = 1/3 for each cubic axis.

*The static part.* If the dipole has a mean orientation, one may prefer to correlate fluctuations and use C(t) − |<u>|². The subtraction removes weight at ω = 0, which does not alter M_1 but lowers M_0. After renormalization the first moment is (ħ/I)/(1 − |<u>|²).

*Symmetrization.* The even spectrum ½[S(ω) + S(−ω)] has zero first moment. The theorem concerns the difference S(ω) − S(−ω) between absorption and emission, which vanishes as ħ → 0. Divided by ħ, as in the susceptibility of section 8, this difference has a finite classical limit.

**5. The second moment does depend on temperature and potential**

**Proposition.** M_2 = (<L²> + ħ²)/I².

*Proof.* From the spectral sum, M_2 = (1/ħ²) Σ_n p_n Σ_a ‖[H,u_a]|n>‖². Since u_a is an l = 1 function, ∇²u_a = −2u_a, and

[H,u_a]ψ = −(ħ²/2I)(−2u_aψ + 2∇u_a·∇ψ) = (ħ²/I)(u_aψ − e_a·∇ψ).

The last form uses the fact that ∇ψ is tangential. Summing squares over a gives |uψ − ∇ψ|² = |ψ|² + |∇ψ|², because u is perpendicular to ∇ψ. Integrated over the sphere, the second term is <L²>/ħ². Hence M_2 = (1/ħ²)(ħ⁴/I²)(1 + <L²>/ħ²). ∎

In the classical limit the two rotational degrees of freedom carry <L²>/(2I) = kT for any V, so M_2 → 2kT/I. The ratio of M_1 to the root-mean-square frequency then tends to ħ/√(2IkT), which measures how quantum the rotor is.

**6. Example: hydrogen fluoride as a rigid rotor**

HF has a small moment of inertia and so shows the effect clearly. In Hartree atomic units (ħ = 1), the bond length computed by second-order perturbation theory (MP2) with frozen core in the cc-pVTZ basis is 1.735 bohr. With a reduced mass of 1744.6 electron masses,

I = 1744.6 × 1.7347² ≈ 5250,
ħ/I = 1/5250 = 1.905·10⁻⁴ a.u., or 41.8 cm⁻¹.

Going to the cc-pVQZ basis shortens the bond by 0.0016 bohr and raises ħ/I by 0.2 %. Replacing MP2 by coupled cluster with single and double excitations (CCSD), in the cc-pVTZ basis, raises it by 0.6 %. Adding diffuse functions to the MP2 calculation (aug-cc-pVTZ) acts the other way: the bond lengthens by 0.007 bohr and ħ/I falls by 0.8 %, to 41.5 cm⁻¹. Correlating the fluorine 1s electrons as well, in cc-pVTZ, raises ħ/I by 0.2 %, to 41.9 cm⁻¹. These shifts show the sensitivity to the level of theory; they do not bound its error.

Two model potentials, with round parameters not derived from any real surroundings, test the theorem away from free rotation:

polar: V = −A u_z, A = 1.0·10⁻³ hartree;
well: V = −B exp[3(n·u − 1)] + D u_x u_y,

with n = (1,2,2)/3, B = 2.0·10⁻³ and D = 5.0·10⁻⁴ hartree. The Hamiltonian was diagonalized in spherical harmonics up to l = 16, and the moments were summed over all pairs of eigenstates. In all nine combinations of potential (free, polar, well) and temperature (20, 100, 300 K), M_1·I/ħ came out as 1.000000. The second moment, as M_2·I²/ħ², was

free: 1.26, 3.98, 10.64 at 20, 100, 300 K;
polar: 2.77, 4.32, 10.70;
well: 4.37, 4.97, 10.74.

At 20 K the potentials matter greatly. By the proposition, subtracting 1 gives <L²>/ħ² = 0.26 for the free rotor and 3.37 in the well: confining the orientation costs angular momentum. At 300 K the three values nearly agree, as the classical limit requires. There the free rotor has a root-mean-square frequency of √10.64 = 3.26 in units of ħ/I, so its mean frequency is still about 31 % of that width.

The constancy of M_1 is a cancellation. For the free rotor the upward transitions contribute 1.043 and the downward ones −0.043, in units of ħ/I, at 20 K. At 300 K they contribute 1.957 and −0.957.

The polar case at 20 K shows what a different normalization does. There <u_z²> = 0.652, and equation (2) gives for the z component alone

(1 − 0.652)/(2 × 0.652) = 0.267

in units of ħ/I. At 300 K the same quantity is 0.835, approaching 1 as the orientation becomes more isotropic. With |<u>|² = 0.609 at 20 K, removing the static part changes the full moment to 1/(1 − 0.609) = 2.56.

**7. Surroundings and many rotors**

**Corollary.** Let the rotor interact with other coordinates q through H = L²/(2I) + W(u,q) + H_q, where H_q acts on q alone. Then M_1 = ħ/I in every stationary state.

*Proof.* W and H_q both commute with u, so the double commutator is unchanged. ∎

Friction and collisions described by such a Hamiltonian reshape the spectrum without moving its mean frequency. As an instance, the HF rotor was coupled to one oscillator by g u_z q, with q the dimensionless coordinate (b + b†)/√2, g = 3.0·10⁻⁴ hartree and a quantum of 5.0·10⁻⁴ hartree. At 100 K diagonalization gave M_1·I/ħ = 1.000000.

A dielectric measurement responds to the total dipole of many molecules. For N identical rotors let P = Σ_j u_j. Different rotors contribute no cross terms, since [u_ia,[L_j²,u_ja]] = 0 for i ≠ j. Lemma 1 holds for P_a as well, so the unnormalized first moment is Nħ/I. The zeroth moment is <P²> = N g_c, where g_c includes the orientational correlations between molecules. The normalized collective moment is therefore ħ/(I g_c), which depends on temperature and interactions through g_c. The theorem in its simple form belongs to the single-molecule correlation.

**8. Why the Debye spectrum cannot hold at high frequency**

A field E couples to the rotor through −μu·E. Linear response gives the susceptibility, for t > 0,

χ_aa(t) = (iμ²/ħ)<[u_a(t),u_a(0)]>.

In eigenstates the commutator is Σ_nm p_n|<m|u_a|n>|²[exp(−iω_mn t) − exp(iω_mn t)]. Multiplying by exp(iωt), integrating over t > 0, taking the imaginary part and summing over a gives

tr χ''(ω) = (πμ²/ħ)[S(ω) − S(−ω)].

Multiplying by ω and integrating over positive frequencies restores the full first moment:

∫₀^∞ ω tr χ''(ω) dω = (πμ²/ħ)M_1 = πμ²/I. (3)

The Debye form is tr χ = χ_0/(1 − iωτ), with relaxation time τ. For an isotropic classical dipole χ_0 = μ²/(kT). Its integral up to a cutoff W is

∫₀^W χ_0 ω²τ/(1 + ω²τ²) dω = (χ_0/τ)[W − arctan(Wτ)/τ],

because ω²τ²/(1 + ω²τ²) = 1 − 1/(1 + ω²τ²). It grows without limit. Setting it equal to πμ²/I, with arctan(Wτ) ≈ π/2, gives the cutoff at which the Debye form has used up the whole sum:

Wτ ≈ πkTτ²/I + π/2.

For the HF value of I at 300 K and a round model time τ = 10⁴ a.u., not a property of HF, this happens at W = 5.84·10⁻³ a.u., or Wτ = 58. This cutoff is about 6kT/ħ, outside the classical range, so it is an upper limit on the validity of the Debye form and says nothing about the shape of the spectrum there. These figures use the classical χ_0; for the free quantum rotor at this temperature χ_0 is about 3 % smaller, and the cutoff about 3 % higher. Up to W = 10⁻³ the Debye integral is 0.15 of the sum rule; up to 10⁻² it is 1.73. The Debye form may serve at low frequency, but it must fail before or near this cutoff, since χ'' is nonnegative at positive frequency in equilibrium and no later part of the spectrum can repay the excess.

The missing ingredient is inertia. Add a term in ω², as in the Rocard form

tr χ = χ_0/(1 − iωτ − aω²), a > 0.

The required integral is χ_0 J, where

J = ∫₀^∞ ω²τ/[(1 − aω²)² + ω²τ²] dω = ∫₀^∞ τ/(y² + τ²) dω, y = aω − 1/ω.

The substitution ω → 1/(aω) sends y to −y and dω to dω/(aω²). Averaging the two versions of J gives

J = (1/2a) ∫₀^∞ (a + 1/ω²) τ/(y² + τ²) dω = (1/2a) ∫ τ/(y² + τ²) dy = π/(2a),

with y running from −∞ to ∞. Equation (3) requires πχ_0/(2a) = πμ²/I, which fixes

a = I/(2kT),

whatever τ is, provided χ_0 has its classical value μ²/(kT). Numerical integration with the values above gives a first moment of 1.000000 in units of ħ/I. With those values the inertial term takes over near ω = τ/a ≈ 3.8kT/ħ, where a classical line shape is no longer reliable, so the example checks the integral and not the shape of a real spectrum. Satisfying this rule does not make the Rocard form right in detail: its ω³χ'' tends to a constant at high frequency, so its third moment diverges, whereas that of the free thermal rotor is finite because high levels are exponentially rare.

**9. Where the rigid rotor fails**

In a vibrating diatomic of reduced mass m, the rotational energy is L²/(2mr²). The radial kinetic energy and the potential commute with u, as does 1/r², so Lemma 2 holds with I replaced by mr²:

M_1 = <ħ/(mr²)>. (4)

This average does depend on the state. For free HF it was evaluated by solving the radial equation on a grid with the MP2/cc-pVTZ potential curve. In units of the rigid value ħ/I, the result is 0.982 at 0 K and 0.980 at 300 K. The thermal average runs over rotational levels of the vibrational ground state. The vibrational quantum, 0.0183 hartree, is about twenty times the mean rotational energy at 300 K, so excited vibrations are negligible there.

The 1.8 % reduction at 0 K comes from zero-point motion in an anharmonic potential. Since 1/r² is convex, <1/r²> ≥ 1/<r>²; a value below 1/r_e², where r_e is the equilibrium bond length, therefore implies <r> > r_e. A harmonic potential would leave <r> at r_e, and zero-point motion would then raise <1/r²>. The HF potential is softer on the long side, which lengthens the mean bond enough to reverse the sign. The further 0.2 % is centrifugal stretching: raising l adds a repulsion proportional to 1/r², and the lowest radial state responds by reducing <1/r²>.

For real HF gas the first rotational line lies at roughly 41 cm⁻¹, near the calculated 0.982 × 41.8 = 41.0 cm⁻¹. With the aug-cc-pVTZ basis the calculated value is 40.7 cm⁻¹, so the agreement should be trusted only to about 1 %. In condensed HF, hydrogen bonds also alter the bond length; a lengthening of 1 % lowers ħ/I by about 2 %. If protons pass between molecules, the assumption of a rotor with a lasting identity is lost, and the theorem no longer applies. A measured infrared spectrum also weights u by a dipole magnitude that varies with r and with the surroundings, so its normalized first moment need not equal (4).
